# Why a saturated growth cycle can add less than one monolayer

**Question**

I am learning about atomic layer epitaxy. A compound film is grown by exposing the surface first to a metal precursor, then, after a purge, to a coreactant that supplies the other element. Each reaction is said to be self-limiting: it stops by itself when the surface has no more reactive sites.

I concluded that each cycle must add one complete monolayer. If the reaction stops only when the sites are used up, the layer ought to be full. Yet I have been shown growth data in which the thickness per cycle is well below a monolayer, stays the same from cycle to cycle, and does not rise when the pulses are lengthened. Is such a process not really saturated, or is my conclusion wrong? And if a layer is left unfinished each time, how can the next cycle add the same amount again?

**Answer**

Your conclusion contains an extra assumption. Self-limitation says that the uptake stops depending on dose. It does not say at what coverage it stops. "No more reactive sites" means no more sites that can react in the present state of the surface, and that number can be smaller than the number of lattice sites in a layer.

Let \(g\) be the number of metal atoms added per cycle, divided by the number of metal sites in one bulk layer. One monolayer (ML) is then \(g=1\). A cycle is self-limiting if, at fixed temperature, \(g\) approaches a constant when both pulses are made long. Except where I say otherwise, I assume that adsorbed metal stays, the purges are perfect and the precursor does not decompose thermally. Measure the dose \(x\) as the mean number of adsorption attempts per site.

**When your conclusion holds**

Suppose every site accepts one metal atom independently of its neighbours. An attempt succeeds only on a free site, so the coverage \(\theta\) obeys

\[
\frac{d\theta}{dx}=1-\theta,\qquad \theta(0)=0 .
\]

The free fraction \(1-\theta\) therefore decays as \(e^{-x}\), and

\[
\theta=1-e^{-x}.
\]

The plateau is 1 ML. If the coreactant then makes every site reactive again, every saturated cycle adds 1 ML. This argument used three things: independent sites, as many sites as the bulk layer has, and complete regeneration. Each can fail while the growth remains self-limiting.

**Ligand crowding**

A metal precursor arrives with ligands, and those that remain after adsorption take up room. Consider a long row of sites. A molecule binds its metal atom at one site, and its ligand covers the next site to the right. It can adsorb only if both sites are uncovered. Molecules arrive at random and do not move afterwards.

Let \(P_n(x)\) be the probability that \(n\) chosen consecutive sites are all uncovered. Such a run is destroyed in two ways. A molecule can land wholly inside it, in any of \(n-1\) positions. Or it can cover one end site of the run and the neighbour just outside, which requires \(n+1\) uncovered sites; there are two ends. Hence

\[
\frac{dP_n}{dx}=-(n-1)P_n-2P_{n+1},\qquad P_n(0)=1 .
\]

Try \(P_n=e^{-(n-1)x}\varphi(x)\), where \(\varphi\) does not depend on \(n\). The left side becomes

\[
-(n-1)e^{-(n-1)x}\varphi+e^{-(n-1)x}\frac{d\varphi}{dx},
\]

and the right side becomes

\[
-(n-1)e^{-(n-1)x}\varphi-2e^{-nx}\varphi .
\]

The first terms cancel. Dividing the rest by \(e^{-(n-1)x}\) leaves the same equation for every \(n\), so the trial form works:

\[
\frac{d\varphi}{dx}=-2e^{-x}\varphi .
\]

Divide by \(\varphi\) and integrate from 0, where \(\varphi=1\):

\[
\ln\varphi=-2\int_0^x e^{-y}\,dy=-2(1-e^{-x}).
\]

The uncovered fraction is \(P_1=\varphi\). The covered fraction is \(1-\varphi\), and each metal atom accounts for two covered sites. Therefore

\[
\theta(x)=\frac{1-\exp[-2(1-e^{-x})]}{2},
\qquad
\theta(\infty)=\frac{1-e^{-2}}{2}\approx0.432 .
\]

At small dose, expansion gives \(\theta\approx x-\tfrac32x^2\), compared with \(x-\tfrac12x^2\) for independent sites. The first molecules do not notice crowding. The larger quadratic term arises because an adsorbed molecule blocks three landing positions: its own and the two that overlap it by one site.

At large dose, \(P_2=e^{-x}\varphi\) tends to zero, while \(P_1\) tends to \(e^{-2}\approx0.135\). About 13.5% of the sites are still uncovered, but no two of them are adjacent, so no further molecule fits. This is why the plateau lies below \(1/2\), the coverage of a perfectly ordered row. If adsorbed molecules could slide along the row, single gaps could merge and the plateau could rise towards \(1/2\), but not above it while each molecule covers two sites.

The formula gives the following metal coverages, in ML:

| dose | crowded row | independent sites |
|---|---|---|
| 1 | 0.359 | 0.632 |
| 2 | 0.411 | 0.865 |
| 4 | 0.430 | 0.982 |
| 8 | 0.432 | 1.000 |

Both columns saturate, at different heights. The value 0.432 belongs to this row and this footprint; a two-dimensional surface or another ligand shape has its own number.

**Why the next cycle can repeat it**

The ligands are temporary. Suppose that the coreactant removes them all and leaves a reactive group on top of every column of the film, whether or not that column has just gained a metal atom. Suppose also that ligands crowd neighbouring columns equally whatever their difference in height. The next metal pulse then meets the same adsorption problem as the last one, and its mean uptake is again 0.432 ML. The unfinished places are not lost; they can receive atoms in later cycles.

I followed a row of 20,000 columns through 20 cycles by random adsorption, with a dose of 16 in each metal pulse. The increments lay between 0.431 and 0.433 ML, and the mean height at the end was 8.64 ML, close to \(20\times0.4323=8.65\) ML.

Reproducible on average does not mean equal everywhere. In one cycle a given column gains one atom with probability \(\theta\) and none with probability \(1-\theta\). The variance of its gain is \(\theta-\theta^2=\theta(1-\theta)\). The cycles are independent here, so variances add, and after \(N\) cycles the height spread is

\[
\sigma=\sqrt{N\theta(1-\theta)} .
\]

For \(N=20\) this is 2.22 ML; the simulated row had 2.19 ML. This roughening follows from the absence of any smoothing in the model. Surface diffusion, or a preference for filling low places, would change it, so good epitaxy needs more than a reproducible mean increment.

**Reconstruction**

A surface can also limit the uptake without bulky ligands, because the bulk arrangement of atoms need not be its stable termination. The (001) surface of a zincblende II-VI compound is a useful case. Its cations have two valence electrons and its anions six. Each atom in the bulk has four bonds, and each bond holds two electrons. Shared equally among the bonds, an anion contributes \(6/4=3/2\) electrons per bond and a cation \(2/4=1/2\).

Start with a complete anion layer. Each anion has two orbitals pointing up, for which it has \(2\times3/2=3\) electrons. Filling both orbitals takes four. Now add cations at coverage \(\theta\), each bonded to two anions below. The cation's own upward orbitals lie high in energy and stay empty, so it can give both its valence electrons to the bonds below. The surplus of electrons per surface site is

\[
s=3+2\theta-4=2\theta-1 .
\]

If surface atoms do not bond to each other, and all anion orbitals are to be full and all upward cation orbitals empty, then \(s=0\), hence \(\theta=1/2\). A full cation layer has one electron per site too many, and these electrons must occupy high-lying cation states. Neighbouring cations could pair them by forming dimers, which would also leave no partly filled orbital, so counting alone does not exclude a full layer.

The bare anion layer has \(s=-1\), but it can cure this by forming dimers. Two neighbouring anions have four upward orbitals and \(2\times3=6\) electrons. When they bond to each other, one combination of these orbitals becomes antibonding and rises in energy. If it stays empty, the other three hold just six electrons. Both the dimerized anion surface and the half-covered cation surface are then electronically closed.

The same count can be read from a model band structure. I diagonalized a tight-binding slab with one s and three p orbitals per atom, four anion layers, four sites per layer in the surface cell, and both faces terminated alike. The s and p levels were −12 and 0 eV for the anion, and 2 and 8 eV for the cation. The nearest-neighbour hoppings ss, sp, ppσ and ppπ were −1.0, 1.5, 2.5 and −0.6 eV; for a surface dimer they were −1.0, 1.5, 3.0 and −0.3 eV. These are round model parameters. The atoms were kept at ideal positions, so the strong dimer hoppings are put in by hand to stand for a shortened dimer bond. At nine wave vectors I counted the states below 1 eV, an energy inside the gap, and compared twice their number with the number of valence electrons:

| surface | surplus per site |
|---|---|
| bare anions, no dimers | −1 |
| half cation layer | 0 |
| full cation layer | +1 |
| bare anions, dimers | 0 |

For the half cation layer, arranged as a checkerboard, the highest filled and lowest empty states at the sampled wave vectors were at −0.22 and 3.00 eV. For the dimerized anion surface they were at −0.24 and 2.94 eV. The electrons thus fill all states below a gap in both cases. A denser mesh leaves these edges unchanged, and eight anion layers move 3.00 to 3.01 eV. The size of the dimer gap is set by the chosen dimer hoppings: halving them lowers the empty level from 2.94 to 1.41 eV, and still weaker ones bring it below 1 eV. Without dimers the slab has four states per anion below the gap at every cation coverage, so those rows restate an ionic count that the large spacing of the anion and cation levels builds in.

Electron counting shows that these two terminations can avoid partly filled states. It does not calculate their total energies or the rates at which atoms stick and leave. To obtain a growth increment, two kinetic conditions must be added: cations beyond half coverage desorb before the next pulse, and after the anion pulse the atoms rearrange into the original dimerized anion termination.

The rest is atom balance. Let \(N_a\) and \(N_c\) be the numbers of anions and cations per surface site in the whole film. The same termination before and after the cycle means the same excess \(N_a-N_c\), so

\[
\Delta N_a=\Delta N_c=\tfrac12 .
\]

The cycle adds half a monolayer of compound. It need not leave every second site vacant inside the crystal. The half layer of cations can gather, with new anions, into complete material over half the area, while the other half stays at the old level. Apart from step edges, which this count neglects, both levels have the same anion termination and can take up half a layer of cations again. If instead a full cation layer survived until the anion pulse, the increment could be 1 ML, even for the same crystal. The anion termination matters equally. An extra anion bridging each pair of surface anions gives \(6+2\times3=12\) electrons for eight orbitals, of which two become antibonding and stay empty, so a surface with 1.5 anion layers is closed too. Cycling between it and the half cation layer adds 1 ML. In general the increment is the difference in \(N_a-N_c\) between the two terminations.

**Incomplete reaction**

The third possibility lies in the coreactant pulse. Take independent sites again, but let some keep a ligand after the coreactant has acted. Let \(b_n\) be the fraction of sites blocked at the start of cycle \(n\). A free site takes up a metal atom with probability \(a\), so

\[
g_n=a(1-b_n).
\]

Every new metal atom carries a ligand. After the metal pulse the blocked fraction is \(b_n+a(1-b_n)\). The coreactant clears each blocked site, old or new, with probability \(r\), leaving

\[
b_{n+1}=(1-r)\,[\,b_n+a(1-b_n)\,]=(1-r)a+\lambda b_n,
\qquad \lambda=(1-r)(1-a).
\]

In the steady state \(b_{n+1}=b_n=b\), so \(b=(1-r)a/(1-\lambda)\). Multiplying out gives \(1-\lambda=a+r-ar\), and therefore

\[
1-b=\frac{a+r-ar-(a-ar)}{a+r-ar}=\frac{r}{a+r-ar}.
\]

The steady increment \(g=a(1-b)\) is

\[
g=\frac{ar}{a+r-ar},
\qquad\text{or}\qquad
\frac1g=\frac1a+\frac1r-1 .
\]

If either reaction is complete, \(g\) equals the probability of the other. Subtracting the steady equation from the recursion gives \(b_{n+1}-b=\lambda(b_n-b)\). A fresh surface has \(b_1=0\) and hence \(g_1=a\), so

\[
g_n=g+(a-g)\lambda^{\,n-1}.
\]

A steady increment below 1 ML is not yet proof of self-limitation. If \(r\) is small merely because the coreactant pulse is short, a longer pulse raises \(r\) towards 1. That is underdosing. A true plateau needs a reason why waiting does not help. Suppose that in any one cycle only a fraction \(q\) of the ligands is in a position where the coreactant can attack, and that these positions are redrawn at random before the next cycle. With equal doses \(x\) in the two pulses, and \(x\) also counting the mean number of attacks on an accessible ligand,

\[
a=1-e^{-x},\qquad r=q(1-e^{-x}).
\]

At large \(x\), \(a\to1\), \(r\to q\) and \(g\to q\).

For \(q=0.6\) and \(x=1\), \(a=0.632\) and \(r=0.379\), so \(1/g=1.582+2.637-1=3.219\) and \(g=0.311\) ML. Doses of 2, 8 and 16 give 0.480, 0.600 and 0.600 ML. The first two values are limited by dose; the last two show the plateau.

At saturation \(\lambda=0\), so the sequence is 1, 0.6, 0.6, … ML. The first cycle meets a fresh surface and fills it; the leftovers limit the later ones.

The leftovers must be removable in later cycles. If a ligand that survives its first coreactant pulse blocks its site for ever, the free fraction is multiplied by \(1-a(1-r)\) in each cycle, and

\[
g_n=a\,[1-a(1-r)]^{\,n-1}.
\]

With \(a=1\) and \(r=0.6\), cycles 1, 2, 5 and 10 add 1, 0.6, 0.13 and 0.01 ML. The geometric series sums to \(1/(1-0.6)=2.5\) ML, where growth ends. The first two cycles are the same as with removable leftovers, so two cycles cannot show whether an increment is reproducible.

**How to read your data**

Lengthen each pulse separately, and measure over many cycles. Suppose you find 0.432 ML per cycle. Independent sites with complete regeneration would give this if the metal dose were too small. From \(1-e^{-x}=0.432\), that dose is \(x=0.566\). Doubling it squares the free fraction, and the increment becomes

\[
1-(1-0.4323)^2=0.678\ \text{ML}.
\]

A crowded row at dose 8 gives 0.432 ML, and at dose 16 still 0.432 ML. The same increment can thus mean an unfinished pulse or a finished one; the response to dose separates them.

The plateau height does not identify its cause. An increment of 0.5 ML could come from the half-covered II-VI surface or from incomplete clearing with \(q=0.5\). The early cycles can help: in these models, a saturated crowded surface starts at its final increment, whereas incomplete clearing starts at 1 ML and then drops. Changing the ligand, or observing the surface structure between pulses, tests the proposed causes more directly.

The distinction matters for thickness. Take a zincblende lattice constant of 0.60 nm. One monolayer of compound on (001) is half of this, 0.30 nm, so 100 cycles at 1 ML would give 30 nm. The saturated models give:

- crowding: \(100\times0.4323=43.2\) ML, or 13.0 nm;
- reconstruction: \(100\times0.5=50\) ML, or 15.0 nm;
- incomplete reaction with \(q=0.6\): \(1+99\times0.6=60.4\) ML, or 18.1 nm.

So your data can describe a properly saturated process. The coverage at which a pulse stops depends on the sites available and on how the molecules fill them. With unchanged pulse conditions, the mean increment repeats if the complete cycle restores statistically the same number and arrangement of sites.
